# Maximum Elastic Energy Transfer to a Stationary Target Atom

A projectile of mass $M_1$ and kinetic energy $E$ that collides elastically with a free atom of mass $M_2$ at rest can give that atom at most the energy

$$
T_{\max}=\gamma E,\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}. \tag{1}
$$

The number $\gamma$ contains the two masses and nothing else. The force between the particles decides how much energy passes in a given collision, but it cannot raise the transfer above this limit. In plasma processing, where ions accelerated towards a surface strike its atoms, equation (1) bounds the energy that one atom, initially at rest, can receive in one elastic collision.

Three assumptions enter. The collision is elastic: the total kinetic energy long after the encounter equals that long before it, and nothing goes into electronic excitation, ionization or radiation. The speeds are far below the speed of light, so that Newtonian mechanics holds. The target is free and at rest, so that no third body takes up momentum while the two particles interact. "Before" and "after" refer to separations so large that the interaction energy is negligible.

Let the projectile arrive with velocity $\mathbf v$ and leave with velocity $\mathbf v_1$, and let the target leave with velocity $\mathbf v_2$. Magnitudes are written $v$, $v_1$, $v_2$, and $E=\tfrac12M_1v^2$. Conservation of momentum reads

$$
M_1\mathbf v=M_1\mathbf v_1+M_2\mathbf v_2 .
$$

We want the target's energy, so the projectile's final velocity should be eliminated. Isolate $M_1\mathbf v_1=M_1\mathbf v-M_2\mathbf v_2$ and take the scalar product of each side with itself. With $\varphi$ the angle between $\mathbf v$ and $\mathbf v_2$, called the recoil angle,

$$
M_1^2v_1^2=M_1^2v^2-2M_1M_2\,v\,v_2\cos\varphi+M_2^2v_2^2 .
$$

Division by $M_1$ gives

$$
M_1v_1^2=M_1v^2-2M_2\,v\,v_2\cos\varphi+\frac{M_2^2}{M_1}v_2^2 .
$$

Conservation of kinetic energy, multiplied by two, is $M_1v^2=M_1v_1^2+M_2v_2^2$. Inserting the previous line for $M_1v_1^2$, the terms $M_1v^2$ cancel and there remains

$$
0=-2M_2\,v\,v_2\cos\varphi+\frac{M_2^2}{M_1}v_2^2+M_2v_2^2 .
$$

Multiply by $M_1/M_2$ and take out the common factor $v_2$:

$$
v_2\left[(M_1+M_2)v_2-2M_1v\cos\varphi\right]=0 .
$$

One solution is $v_2=0$: the target has received nothing. If it has received something, the bracket vanishes, and

$$
v_2=\frac{2M_1}{M_1+M_2}\,v\cos\varphi . \tag{2}
$$

A speed is positive, so $\cos\varphi>0$: a target initially at rest recoils into the forward half-space. Its kinetic energy is

$$
T=\frac12M_2v_2^2=\frac12M_2\frac{4M_1^2}{(M_1+M_2)^2}v^2\cos^2\varphi
=\frac{4M_1M_2}{(M_1+M_2)^2}\left(\frac12M_1v^2\right)\cos^2\varphi ,
$$

where one factor $M_1$ has been moved into the bracket to form $E$. Thus

$$
T=\gamma E\cos^2\varphi . \tag{3}
$$

Since $\cos^2\varphi\le1$, we have $T\le\gamma E$, with equality when the target recoils straight ahead, $\varphi=0$. No property of the force was used beyond the two conservation laws.

This establishes an upper bound. Whether it is reached is a question about the motion, and it is answered most easily in the frame of the centre of mass, which moves with the constant velocity

$$
\mathbf V=\frac{M_1\mathbf v}{M_1+M_2},\qquad V=\frac{M_1v}{M_1+M_2}.
$$

Let $\mathbf w$ be the velocity of the projectile relative to the target. In the centre-of-mass frame the two momenta are opposite, so the target has velocity $-M_1\mathbf w/(M_1+M_2)$. The total kinetic energy in the laboratory is

$$
\frac12(M_1+M_2)V^2+\frac12\mu w^2,\qquad \mu=\frac{M_1M_2}{M_1+M_2}.
$$

The first term is constant, so an elastic collision leaves the magnitude of $\mathbf w$ unchanged and can only turn its direction. Write $\mathbf w=v\,\mathbf e$ before and $\mathbf w=v\,\mathbf n$ after, with unit vectors $\mathbf e$ and $\mathbf n$ enclosing the angle $\theta$. The target's final velocity in the centre-of-mass frame is then $-V\mathbf n$. Adding the velocity $V\mathbf e$ of that frame gives the laboratory velocity

$$
\mathbf v_2=V(\mathbf e-\mathbf n).
$$

Its square is $V^2(1+1-2\cos\theta)=4V^2\sin^2(\theta/2)$. Moreover,

$$
\frac12M_2V^2=\frac12M_2\frac{M_1^2v^2}{(M_1+M_2)^2}
=\frac{M_1M_2}{(M_1+M_2)^2}E=\frac{\gamma E}{4}, \tag{4}
$$

so that

$$
T=\gamma E\sin^2\frac{\theta}{2}. \tag{5}
$$

Equations (3) and (5) agree. For $\theta>0$ the angle between $\mathbf e-\mathbf n$ and $\mathbf e$ follows from

$$
\cos\varphi=\frac{1-\cos\theta}{2\sin(\theta/2)}=\sin\frac{\theta}{2},
\qquad \varphi=\frac{\pi-\theta}{2}.
$$

The maximum therefore requires $\theta=\pi$: the relative velocity must be reversed. The target, which approaches the centre of mass with speed $V$, then leaves it with speed $V$ in the opposite direction, and in the laboratory it moves with $V+V=2V$. This is the factor 2 in equation (2), and its square is the factor 4 in $\gamma$.

Does any collision reverse the relative velocity? Consider a repulsive central force with potential energy $U(r)$, which falls to zero at large separation $r$. Let $b$ be the impact parameter, the distance by which the projectile would miss the target's centre if there were no force. For $b=0$ the relative motion stays on one line, and energy conservation in it reads

$$
\frac12\mu w^2+U(r)=E_c,\qquad
E_c=\frac12\mu v^2=\frac{M_2}{M_1+M_2}E .
$$

Here $E_c$ is the energy available for approach; the rest of $E$ belongs to the steady motion of the centre of mass. If $U$ rises above $E_c$ at small $r$, the relative velocity falls to zero where $U(r)=E_c$. The repulsion then drives the particles apart along the same line, and $\theta=\pi$. The limit $\gamma E$ is reached.

If the barrier is lower than $E_c$ everywhere, the particles pass through each other's position. The relative velocity regains its original magnitude and direction, so $\theta=0$ and $T=0$. A head-on encounter is then the least effective one. Numerical integration of the motion with a Gaussian barrier confirms both cases: a height of $2E_c$ gives the full transfer at $b=0$, and a height of $0.5E_c$ gives none. The Coulomb repulsion of two nuclei grows without limit at small separation in the point-charge description, so the first case applies to atomic collisions described in this way.

For $b\neq0$ a repulsive force transfers less than the limit. The relative motion has angular momentum $\mu bv\neq0$, so the line joining the particles keeps turning in one sense. It starts along $-\mathbf e$ and ends along $\mathbf n$, turning by $\pi-\theta$ in total. This angle must be positive, hence $\theta<\pi$ and $T<\gamma E$.

At the maximum the final velocities lie along the line of incidence. The target has $v_2=2M_1v/(M_1+M_2)$. Momentum conservation gives the projectile's velocity, counted positive in the forward direction:

$$
v_{1,\parallel}=v-\frac{M_2}{M_1}\,\frac{2M_1v}{M_1+M_2}
=\frac{M_1-M_2}{M_1+M_2}\,v . \tag{6}
$$

A projectile lighter than the target bounces back, a heavier one continues forward, and one of equal mass stops. The fraction of energy it keeps is the square of the velocity ratio,

$$
1-\gamma=\frac{(M_1+M_2)^2-4M_1M_2}{(M_1+M_2)^2}
=\left(\frac{M_1-M_2}{M_1+M_2}\right)^2 . \tag{7}
$$

A square cannot be negative, so $\gamma\le1$, with $\gamma=1$ for equal masses alone. Exchanging $M_1$ and $M_2$ leaves $\gamma$ unchanged, although for unequal masses the final velocities differ between the two cases.

For a very light projectile, $M_1\ll M_2$, equation (1) becomes $\gamma\approx4M_1/M_2$. The projectile rebounds with almost its original speed and delivers nearly twice its momentum, but a heavy body with a given momentum has little kinetic energy. For a very heavy projectile, $M_1\gg M_2$, we find $\gamma\approx4M_2/M_1$. The target now leaves with nearly $2v$, but its small mass keeps its energy small compared with $E$.

Near equal masses the maximum is flat. With $M_2=(1+\delta)M_1$, equation (7) gives $1-\gamma=\delta^2/(2+\delta)^2\approx\delta^2/4$ for small $\delta$. At $M_2/M_1=1.25$ the full expression gives $(0.25/2.25)^2=0.0123$, so a mass difference of 25 percent costs little more than one percent of the transfer. The computed head-on collision gives $T/E=0.9877$, in agreement. At mass ratios of 0.50 and 2.00 it gives the same value, 0.8889, as the symmetry of $\gamma$ demands.

As an example, let a singly charged atomic nitrogen ion from a nitrogen plasma strike a hafnium atom with a chosen energy of 500 eV. With average atomic masses $M_1=14.007$ u and $M_2=178.49$ u, and with the mass of the ion's missing electron neglected,

$$
\gamma=\frac{4(14.007)(178.49)}{(192.497)^2}=0.26988,
$$

$$
T_{\max}=0.26988\times500\ \text{eV}=134.9\ \text{eV}=2.162\times10^{-17}\ \text{J}.
$$

Even a perfectly central elastic collision leaves the ion with $500-134.9=365.1$ eV. These values belong to the average masses; for the isotopes $^{14}$N and $^{176}$Hf the limit is 136.6 eV. The light-projectile estimate would give $\gamma\approx4(14.007)/178.49=0.314$, which is 16 percent above the full value. The mass ratio is not yet small enough for that limit to be accurate.

The ion arrives at 83.00 km/s. The centre of mass moves at

$$
V=\frac{14.007}{192.497}\times83.00\ \text{km/s}=6.04\ \text{km/s},
$$

and the hafnium atom leaves with twice this, 12.08 km/s. By equation (6) the ion's final velocity is $(14.007-178.49)/192.497$ times 83.00 km/s, or $-70.92$ km/s. The minus sign means that it travels back the way it came.

The energy available for approach is $E_c=(178.49/192.497)\times500\ \text{eV}=463.6$ eV. This is not the energy given to the target. It measures how closely the particles can approach, whereas $\gamma E$ measures how the kinetic energy is divided in the laboratory after they have separated.

To see how the transfer falls away from the central collision, a force must be specified. Take the screened repulsion

$$
U(r)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\,e^{-r/a},\qquad a=0.15\ \text{Å},
$$

with nuclear charge numbers $Z_1=7$ and $Z_2=72$. The exponential represents the screening of the nuclei by electrons, and its length $a$ is a chosen model value. At $b=0.1$, 0.3 and 0.6 Å the relative velocity turns through about 152, 98 and 35 degrees. The corresponding recoil energies are 127, 77 and 12 eV. For the middle case equation (5) gives $134.9\ \text{eV}\times\sin^2(49^\circ)\approx77$ eV, and the recoil angle is $(180^\circ-98^\circ)/2=41^\circ$. Another screening length would change these energies, but not the ceiling of 134.9 eV. The numerical output below gives the computed values in more detail.

The maximum must not be taken for the average. A simple case in which the average can be found is that of smooth hard spheres whose centres are a distance $R$ apart at contact. The force acts along the line of centres, so the target recoils along that line. At contact this line makes an angle $\varphi$ with the incident direction, where $\sin\varphi=b/R$. Equation (3) then gives

$$
T=\gamma E\left(1-\frac{b^2}{R^2}\right),\qquad 0\le b\le R .
$$

For a uniform beam the probability of hitting within a distance $b$ of the centre is proportional to the area $\pi b^2$. Hence $b^2/R^2$ is distributed uniformly between 0 and 1, and so is $T/(\gamma E)$. The mean transfer per collision is $\gamma E/2$. This value belongs to hard spheres; a screened Coulomb force gives a different distribution below the same upper limit.

Nor is $\gamma E$ the energy of a sputtered atom. By equation (2) the struck atom recoils into the forward half-space. At normal incidence it therefore moves into the solid or, in the limit of vanishing energy, parallel to the surface. To leave through the surface by which the ion entered, an atom needs an outward velocity, which at normal incidence requires at least one further collision; at oblique incidence a surface atom can be ejected by a single collision. One possibility is that the ion, thrown back by a deeper atom, strikes another atom on its way out. After the central collision of the example, the ion has 365.1 eV and can give a second resting hafnium atom at most $0.26988\times365.1\ \text{eV}=98.5$ eV. This is not a general ceiling for outgoing atoms: an ion thrown back at a slant has lost less energy in its first collision and can pass on more in the second. Leaving the solid also costs energy, because the surface holds the atom back.

The assumption of a free target can be examined through the duration of the collision. In the screened model the target's energy rises from 10 to 90 percent of its final value in 0.53 fs. The repulsion pushes the atom forward throughout, so during this interval its speed stays below the final 12.08 km/s, which is 0.1208 Å/fs. It therefore moves less than

$$
0.1208\ \text{Å/fs}\times0.53\ \text{fs}=0.064\ \text{Å}.
$$

Neighbouring atoms in a metal are roughly 3 Å apart, so the atom's bonds are hardly deformed while it receives most of its energy. The time and distance depend on the chosen potential: the universal (ZBL) screening function, which has a longer tail, gives about 0.9 fs and a bound of about 0.11 Å, still small beside 3 Å. This supports treating the collision as one between two bodies. A slower ion interacts with the atom for longer, and at sufficiently low energy the forces from neighbours are no longer negligible beside the collision force. Other atoms can then take up part of the momentum during the encounter, and equation (1), derived for two bodies, need not hold.

If the target moves before the collision, the result changes in a definite way. Let it have velocity $u$ along the line of incidence, positive in the forward direction, with $u<v$. The centre of mass has velocity $V_u=(M_1v+M_2u)/(M_1+M_2)$. A head-on elastic collision reverses the target's velocity relative to it, from $u-V_u$ to $V_u-u$, so the final laboratory velocity is $2V_u-u$. The energy gained is

$$
\Delta T=\frac12M_2\left[(2V_u-u)^2-u^2\right]=2M_2V_u(V_u-u).
$$

Since $V_u-u=M_1(v-u)/(M_1+M_2)$, this becomes

$$
\Delta T=\frac{2M_1M_2(M_1v+M_2u)(v-u)}{(M_1+M_2)^2}
=\gamma E\left(1+\frac{M_2u}{M_1v}\right)\left(1-\frac{u}{v}\right).
$$

For $u=0$ equation (1) returns. The target may be treated as resting when both its speed and its momentum are small compared with those of the projectile. For a heavy target the condition on momentum is the stricter one. In the nitrogen-hafnium example, the typical thermal speed of a hafnium atom along one direction at 300 K is about 0.12 km/s. Motion at this speed along the line of incidence changes the head-on transfer by about 2.3 eV, or 1.7 percent, upwards if the atom moves with the ion and downwards if it moves against it.

The elastic assumption can be relaxed in the same spirit. Suppose that an energy $Q$, with $0\le Q\le E_c$, goes into internal excitation while the masses stay the same. The energy of relative motion falls from $E_c$ to $E_c-Q$, so the relative speed falls from $v$ to $\kappa v$, with $\kappa=\sqrt{1-Q/E_c}$. The target's final velocity is now $\mathbf v_2=V(\mathbf e-\kappa\mathbf n)$, and with equation (4)

$$
T=\frac{\gamma E}{4}\left(1+\kappa^2-2\kappa\cos\theta\right)
\le\frac{\gamma E}{4}(1+\kappa)^2 .
$$

For $Q=0$ the right-hand side is $\gamma E$. For the largest possible loss, $Q=E_c$, we have $\kappa=0$ and $T=\gamma E/4$: both particles move on together with velocity $V$. An internal loss therefore lowers the ceiling. In a real nitrogen-hafnium collision at 500 eV the electron shells overlap and some energy does go into excitation; its amount is not computed here. For a loss of $Q=30$ eV, chosen for illustration, $\kappa=\sqrt{1-30/463.6}=0.967$ and the ceiling falls from 134.9 to 130.5 eV. If a particle instead arrives excited and releases internal energy, $Q$ is negative, $\kappa$ exceeds 1, and the transfer can exceed $\gamma E$. The word "elastic" in the statement of the result is thus a real condition.

The Newtonian approximation is safe here. For the 500 eV nitrogen ion the ratio of kinetic energy to rest energy is $E/(M_1c^2)=3.8\times10^{-8}$. The first relativistic correction to a kinetic energy is smaller than the Newtonian term by a factor of order $v^2/c^2=2E/(M_1c^2)$, which is far below the digits quoted.

## Numbers as computed

```
N mass M1 = 14.007 u
Hf mass M2 = 178.49 u
M1 + M2 = 192.497 u
incident energy E = 500.0 eV
gamma = 0.26988 (dimensionless)
maximum transfer gamma*E = 134.94 eV
maximum transfer gamma*E = 2.162e-17 J
head-on transfer from trajectory = 134.94 eV
energy left to projectile = 365.06 eV
centre-of-mass energy Ec = 463.62 eV
initial projectile speed = 83.00 km/s
centre-of-mass speed V = 6.039 km/s
head-on target velocity = 12.078 km/s
head-on projectile velocity = -70.92 km/s
E / (M1 c^2) = 3.83e-08 (dimensionless)
model screening length = 0.15 angstrom
10 to 90 percent transfer time = 0.53 fs
b = 0.1 angstrom: theta = 151.74 deg, phi = 14.13 deg, T = 126.90 eV
b = 0.3 angstrom: theta = 98.01 deg, phi = 40.99 deg, T = 76.88 eV
b = 0.6 angstrom: theta = 35.26 deg, phi = 72.37 deg, T = 12.38 eV
b=0, Gaussian barrier 2 Ec: T = 134.94 eV
b=0, Gaussian barrier 0.5 Ec: T = 0.00 eV
M2/M1 = 0.50: head-on T/E = 0.8889 (dimensionless)
M2/M1 = 0.80: head-on T/E = 0.9877 (dimensionless)
M2/M1 = 1.00: head-on T/E = 1.0000 (dimensionless)
M2/M1 = 1.25: head-on T/E = 0.9877 (dimensionless)
M2/M1 = 2.00: head-on T/E = 0.8889 (dimensionless)
```
